\section*{Why Neutral Diatomic Molecules Do Not Bind in Thomas–Fermi Theory}

\section{Two atoms and a local electron gas}

Bring a lithium atom and a hydrogen atom together from far away and the energy falls: they form LiH, with a bond roughly 1.6 \AA\ long. Describe the electrons as a locally uniform Fermi gas, as Thomas--Fermi (TF) theory does, and the energy instead lies above that of the separated atoms at every separation. This is Teller's theorem. Its cause is the sign of one potential difference.

Atomic units are used in the algebra. Point nuclei $A$ and $B$ with charges $Z_A,Z_B$ are fixed a distance $R$ apart; $r_A,r_B$ are distances from them. For a spin-unpolarized density $\rho=\psi^2$ with $\int\rho=N$,
\begin{equation}
E_\lambda[\rho]=\lambda T_W+C_F\!\int\!\rho^{5/3}-\int\! V\rho+\tfrac12(\rho|\rho)+\frac{Z_AZ_B}{R},
\end{equation}
where $V=Z_A/r_A+Z_B/r_B$, $(f|g)=\iint f(\mathbf r)g(\mathbf r')/|\mathbf r-\mathbf r'|$, $C_F=\tfrac3{10}(3\pi^2)^{2/3}$ and $T_W=\tfrac12\int|\nabla\psi|^2$ is the von Weizs\"acker term. TF is $\lambda=0$ and TFW is $\lambda>0$; neither contains exchange. The electrostatic potential is $\phi=V-\int\rho'/|\mathbf r-\mathbf r'|$. It is assumed that minimizers exist, are unique and depend differentiably on the charges.

\section{The neutral TF system}

Varying $\rho$ with a multiplier $\mu=\partial E/\partial N$ gives $\tfrac53C_F\rho^{2/3}-\phi=\mu$ where $\rho>0$, and $\rho=0$ where $\phi+\mu\le0$. Since $\tfrac53C_F=\tfrac12(3\pi^2)^{2/3}$,
\begin{equation}
\rho=c\,(\phi+\mu)_+^{3/2},\qquad c=\frac{2^{3/2}}{3\pi^2}.
\end{equation}
One tool carries the whole proof. Let $f$ be continuous with $\nabla^2f=4\pi s$ in a ball of radius $\epsilon$ about $\mathbf x$. Green's identity with the kernel $1/y-1/\epsilon$, which vanishes on the surface, gives for the surface average $\bar f$
\begin{equation}\label{mean}
\bar f(\epsilon)-f(\mathbf x)=\int_{y<\epsilon}s(\mathbf x+\mathbf y)\Big(\frac1y-\frac1\epsilon\Big)d^3y .
\end{equation}
The kernel is positive inside the ball.

Minimize with $N$ free, so that $\mu=0$. If $\phi$ were negative somewhere it would have a negative minimum, since it vanishes at infinity. There $\rho=0$, so by (\ref{mean}) $\phi$ equals its averages and is constant nearby; the set of minimum points would be open and closed, hence all space, which is false. So $\phi\ge0$. At large distance $r\phi\to Z-N$, with $Z$ the total nuclear charge. Then $N>Z$ contradicts $\phi\ge0$, and $N<Z$ gives $\rho\sim r^{-3/2}$, which is not integrable. The free minimum is therefore neutral: neutral systems have $\mu=0$, and neutral atoms are the lowest separated fragments. Only neutral molecules are treated below.

\section{Teller's lemma}

Compare the neutral molecule with the neutral atom $B$ at the same place, $w=\phi_{AB}-\phi_B$. The singularity $Z_B/r_B$ cancels, so
\begin{equation}
w=\frac{Z_A}{r_A}-\int\frac{\rho'_{AB}-\rho'_B}{|\mathbf r-\mathbf r'|},\qquad \nabla^2w=4\pi c\,(\phi_{AB}^{3/2}-\phi_B^{3/2})\ \text{ off } A .
\end{equation}
The densities grow only as $r_B^{-3/2}$, so $w$ is continuous at $B$; it tends to $+\infty$ at $A$ and to zero at infinity.

Suppose $w<0$ somewhere, and let $\mathbf x$ be its minimum. In a small ball $\phi_{AB}<\phi_B$, hence $\rho_{AB}<\rho_B$, and (\ref{mean}) gives $\bar w<w(\mathbf x)$. An average cannot lie below the minimum, so $w\ge0$. In words: wherever the screening cloud overcompensated the added nucleus, the potential would drop, the local rule would remove electrons, and a deficit of electrons makes a peak of potential, not a trough.

To exclude $w(\mathbf x)=0$, write the source as $mw$, with $0\le m\le\tfrac32c\,\phi_{AB}^{1/2}$ by the mean value theorem. About any $\mathbf x\ne A$, including $B$, $m\le Ky^{-1/2}$ for small $y$. Dropping $-1/\epsilon$ in (\ref{mean}) and using $w\ge0$,
\begin{equation}
\bar w(\epsilon)\le\int_0^\epsilon4\pi y\,Ky^{-1/2}\,\bar w(y)\,dy\le\tfrac{8\pi}{3}K\epsilon^{3/2}\sup_{y\le\epsilon}\bar w .
\end{equation}
Take the supremum over $\epsilon\le\epsilon_0$ with $\tfrac{8\pi}3K\epsilon_0^{3/2}<1$: it must vanish, so $w=0$ in a ball. The zero set is then open and closed in space minus $A$, contradicting $w\to\infty$ at $A$. Thus $w>0$ everywhere.

The same step bounds $u=\phi_{AB}-\phi_A-\phi_B$ from above. For $a,b\ge0$, $(a+b)^{3/2}=a\sqrt{a+b}+b\sqrt{a+b}\ge a^{3/2}+b^{3/2}$. Near a positive maximum of $u$ this gives $\rho_{AB}>\rho_A+\rho_B$ and $\bar u>u(\mathbf x)$, which is impossible. Hence
\begin{equation}\label{lemma}
\max(\phi_A,\phi_B)<\phi_{AB}\le\phi_A+\phi_B .
\end{equation}
The electrons screen the potential of the added atom, but never completely.

\section{From the potential to the energy}

Change $Z_B$ and $N$. The induced $\delta\rho$ changes the energy by $\mu\int\delta\rho$, because $\delta E/\delta\rho=\mu$ wherever the density is positive. The explicit dependence on $Z_B$ supplies the rest:
\begin{equation}\label{slope}
dE=\tilde\phi\,dZ_B+\mu\,dN,\qquad \tilde\phi=\frac{Z_A}{R}-\int\frac{\rho}{r_B}=\lim_{r_B\to0}\Big(\phi-\frac{Z_B}{r_B}\Big).
\end{equation}
A single atom checks this. Put $\phi=Z\chi(x)/r$ with $x=r/b$. Then $\nabla^2\phi=Z\chi''/(b^2r)=4\pi c\,\phi^{3/2}$ becomes $\chi''=\chi^{3/2}/\sqrt x$ if $4\pi cZ^{1/2}b^{3/2}=1$, that is $b=\tfrac12(3\pi/4)^{2/3}Z^{-1/3}$. The energy scales as $Z\cdot Z/b\propto Z^{7/3}$, and $\tilde\phi=Z\chi'(0)/b$, so (\ref{slope}) demands $\tfrac73E/Z=Z\chi'(0)/b$. For $Z=1$, quadrature of the functional gives $E=-20.919$ eV and $\tfrac73E=-48.81$ eV, while $\chi'(0)=-1.588071$ and $b=0.4685$ \AA\ give $-1.588071\times(0.52918/0.4685)\times27.2114=-48.81$ eV.

Now grow nucleus $B$ from nothing, $Z_B=z$, adding electrons to keep both the molecule and the free atom neutral. Let $\Delta E(z)=E_{AB}-E_A-E_B$. At $z=0$ the molecule is atom $A$ and $E_B=0$, so $\Delta E=0$. In the difference of the two values of $\tilde\phi$ the term $z/r_B$ cancels, and $\mu=0$ in both systems:
\begin{equation}\label{teller}
\Delta E=\int_0^{Z_B}\big[\phi_{AB}-\phi_B\big](\mathbf R_B)\,dz>0\quad\text{for every finite }R.
\end{equation}
Each increment of positive charge is placed in a higher potential when $A$ is present, and the electrons that accompany it arrive at $\mu=0$ and repay nothing.

\section{LiH in TF theory}

Take $A=$ Li and $B=$ H. The equation for $u$ is solved in prolate spheroidal coordinates, and $\Delta E$ is also computed directly from the functional. Let $\sigma_k=Z_k\delta(\mathbf r-\mathbf R_k)-\rho_k$, whose potential is $\phi_k$, and $\eta=\rho_{AB}-\rho_A-\rho_B$, whose potential fixes $u=-\int\eta'/|\mathbf r-\mathbf r'|$. The total charge is $\sigma_A+\sigma_B-\eta$. Expanding half its self-interaction and subtracting the atoms leaves $(\sigma_A|\sigma_B)-\int\eta(\phi_A+\phi_B)+\tfrac12(\eta|\eta)$. Here $(\eta|\eta)=-\int\eta u$, and $(\sigma_A|\sigma_B)=Z_A\phi_B(R)-\int\rho_A\phi_B=-\int\rho_A[\phi_B-\phi_B(R)]$ by neutrality. With $C_F\rho^{5/3}=\tfrac35\rho\phi=\tfrac35c\phi^{5/2}$,
\begin{align}
\Delta E=\int\Big\{&\tfrac35c\big(\phi_{AB}^{5/2}-\phi_A^{5/2}-\phi_B^{5/2}\big)-\eta(\phi_A+\phi_B)\nonumber\\
&-\tfrac12\eta u-\rho_A[\phi_B-\phi_B(R)]\Big\}.\label{direct}
\end{align}
At $R=2.2$ \AA\ the integrand of (\ref{teller}) at $z=1$ is $\phi_{\rm Li}(R)+u(\mathbf R_{\rm H})=0.9569-0.6531=0.3038$ V: screening removes $0.6531/0.9569=68\%$ of the lithium potential. As $z\to0$ there is nothing to rearrange and the integrand tends to $\phi_{\rm Li}(R)$; the smallest node gives 0.9564 V. Between these ends it passes 0.737, 0.526 and 0.386 V at $z=0.055$, 0.238 and 0.573. The integral is 0.4515 eV, against 0.4516 eV (0.0166 hartree) from (\ref{direct}). The numerical check that follows the text asserts this agreement to 0.3\% of $\Delta E$, and asserts both inequalities (\ref{lemma}), strictly, at the grid points of an inner region for each separation below.

\begin{center}
\begin{tabular}{ccc}
$R$ (\AA) & TF $\Delta E$ (eV) & TFW $E-E_\infty$ (eV)\\
0.75 & 9.18 & 9.05\\
1.00 & 4.57 & 3.16\\
1.30 & 2.27 & 0.47\\
1.60 & 1.24 & $-0.51$\\
2.00 & 0.62 & $-0.89$\\
2.50 & 0.29 & $-0.88$\\
3.50 & 0.085 & $-0.58$\\
5.00 & 0.020 & $-0.28$
\end{tabular}
\end{center}
The TF column falls steadily with $R$. That is found at these points; (\ref{teller}) proves only the sign.

\section{What the gradient term breaks}

For $\lambda>0$, varying $\psi$ gives $-\lambda\nabla^2\psi+\tfrac{10}3C_F\psi^{7/3}-2\phi\psi=2\mu\psi$, or
\begin{equation}\label{tfw}
-\tfrac\lambda2\nabla^2\psi+\tfrac53C_F\rho^{2/3}\psi=(\phi+\mu)\psi .
\end{equation}
The density at a point is no longer a function of the potential there, so ``$\phi_{AB}<\phi_B$ implies $\rho_{AB}<\rho_B$'' is lost, and the lemma with it. The multiplier is also no longer zero. That neutral TFW atoms have $\mu<0$ is taken as an assumption here and tested for $\lambda=1$: $\mu_{\rm Li}=-0.6315$ eV and $\mu_{\rm H}=-0.2520$ eV. Far from a neutral atom (\ref{tfw}) reduces to $-\tfrac\lambda2\nabla^2\psi=\mu\psi$, so $\psi\simeq\mathcal A e^{-\kappa r}/r$ with $\kappa=\sqrt{2|\mu|/\lambda}$. Equation (\ref{slope}) survives, and with $dN=dz$
\begin{equation}\label{slopeW}
\frac{d\Delta E}{dz}=\big[\phi_{AB}-\phi_B\big](\mathbf R_B)+\mu_{AB}-\mu_B .
\end{equation}
At $R=2.2$ \AA\ and $\lambda=1$ the potential term is $+0.34$ eV at $z=0.07$ but $-0.57$, $-0.77$ and $-0.68$ eV at $z=0.33$, 0.67 and 0.93: at nucleus $B$ the extra density $\rho_{AB}-\rho_B$ more than cancels the potential $Z_A/R$ of the lithium nucleus, which TF forbids. The $\mu$ term runs from $-0.58$ to $-0.34$ eV over the same nodes, toward $\mu_{\rm LiH}-\mu_{\rm H}=-0.5855+0.2520=-0.33$ eV at $z=1$. The integrals add to $-0.4957-0.4312=-0.9269$ eV, and direct minimization gives $-0.9268$ eV relative to neutral atoms.

\section{A proof of binding}

Neutral atoms with unequal $\mu$ are not the lowest fragments. The reference is
\begin{equation}
E_\infty=\min_q\,[E_A(Z_A-q)+E_B(Z_B+q)],
\end{equation}
whose stationarity condition is $\mu_A=\mu_B$. The functional is convex in $\rho$ (for $T_W$ see below), so $E(N)$ is convex and each $\mu(N)$ non-decreasing. The common $\mu$ thus lies between the two neutral values, is negative, and gives both fragments the same $\kappa$. For LiH, $q=-0.0447$, $\mu=-0.4144$ eV, and $E_\infty$ is 0.0085 eV below the neutral atoms. The electrons move from H to Li. Both the fractional charge and its direction are traits of this functional.

Use the sum of the fragment densities, $a=\rho_A$ and $b=\rho_B$, as a trial density. Since $\nabla\rho=2\psi\nabla\psi$, $T_W=\int|\nabla\rho|^2/8\rho$. Over the common denominator $ab(a+b)$,
\begin{align}
&\frac{|\nabla a|^2}{a}+\frac{|\nabla b|^2}{b}-\frac{|\nabla a+\nabla b|^2}{a+b}\nonumber\\
&=\frac{b^2|\nabla a|^2+a^2|\nabla b|^2-2ab\nabla a\cdot\nabla b}{ab(a+b)}=\frac{|b\nabla a-a\nabla b|^2}{ab(a+b)} .
\end{align}
Now $b\nabla a-a\nabla b=2\psi_A\psi_B(\psi_B\nabla\psi_A-\psi_A\nabla\psi_B)$, so the gain in gradient energy is
\begin{equation}
G=\lambda\,(T_W[a]+T_W[b]-T_W[a+b])=\frac\lambda2\int\frac{|\psi_B\nabla\psi_A-\psi_A\nabla\psi_B|^2}{a+b}\ge0 .
\end{equation}
This subadditivity, with $T_W[t\rho]=tT_W[\rho]$, makes $T_W$ convex. Adding two opposed tails flattens the density between the atoms. The variational principle gives
\begin{equation}\label{bound}
E_{AB}-E_\infty\le-G+P+C,
\end{equation}
with the TF cost $P=C_F\int[(a+b)^{5/3}-a^{5/3}-b^{5/3}]>0$ and the Coulomb term $C=(\sigma_A|\sigma_B)$.

By Newton's theorem a spherical fragment of net charge $Q$ has $\phi=Q/r+\int_{r'>r}\rho'(1/r-1/r')$, and the second part falls as $e^{-2\kappa r}$ up to powers. Integrated against the other fragment, the corrections carry $e^{-2\kappa(r_A+r_B)}\le e^{-2\kappa R}$. With charges $+q$ and $-q$, $C=-q^2/R+O(e^{-2\kappa R})$, up to powers of $R$.

For $G$ and $P$ take two equal neutral atoms and $\kappa R\gg1$, to leading order. With $\zeta$ along the axis from the midpoint and $s$ transverse, $r_{A,B}\simeq R/2\pm\zeta+s^2/R$, so
\begin{equation}
a,b\simeq\rho_m\,e^{\mp2\kappa\zeta}\,e^{-2\kappa s^2/R},\qquad\rho_m=4\mathcal A^2e^{-\kappa R}/R^2 .
\end{equation}
The logarithmic gradients of $\psi_A$ and $\psi_B$ have size $\kappa$ and are opposed, so the numerator of $G$ is $4\kappa^2ab$, and $ab/(a+b)=\rho_me^{-2\kappa s^2/R}/(2\cosh2\kappa\zeta)$. Using $\int d\zeta/(2\cosh2\kappa\zeta)=\pi/4\kappa$ and $\int2\pi s\,e^{-2\kappa s^2/R}ds=\pi R/2\kappa$,
\begin{equation}
G\simeq2\lambda\kappa^2\rho_m\,\frac{\pi}{4\kappa}\,\frac{\pi R}{2\kappa}=\lambda\pi^2\mathcal A^2\,\frac{e^{-\kappa R}}{R}.
\end{equation}
The integrand of $P$ is $\rho_m^{5/3}$ times a transverse Gaussian of area $\propto R$ times $(2\cosh2\kappa\zeta)^{5/3}-2\cosh\tfrac{10}3\kappa\zeta$. At large $|\zeta|$ this factor is $\tfrac53e^{(4/3-2)\kappa|\zeta|}$, which is integrable, so $P\propto R\rho_m^{5/3}\propto R^{-7/3}e^{-5\kappa R/3}$. The cores, where the other density is of order $e^{-2\kappa R}$, add less. The gain is linear in the small midpoint density and the cost goes as its $5/3$ power, so $G$ wins at large $R$. For $q\neq0$ the powers of $r$ in the tails change but the exponents do not; then $G\ge0$ and $-q^2/R$ outlasts an exponentially small $P$. In both cases $E_{AB}<E_\infty$ at large $R$, for any $\lambda>0$ with $\mu<0$.

At small $R$, drop the positive TF and Hartree terms and share $T_W$ between the nuclei in the proportions $Z_k/Z$. Each share is a hydrogenic problem of mass $1/\lambda$ and charge $Z$, bounded below by $-Z^2/2\lambda$ per electron, so $E_{AB}\ge Z_AZ_B/R-NZ^2/2\lambda\to+\infty$. Given that $E_{AB}(R)$ is continuous and tends to $E_\infty$, it has a minimum at finite $R$ below $E_\infty$. The argument gives no depth, and only $\lambda=1$ is computed here.

\section{The bound state in numbers}

The TFW curve has its minimum at $R=2.20$ \AA, 0.918 eV (0.0337 hartree) below $E_\infty$, consistent with $-0.9268+0.0085=-0.9183$ eV. Scaling all lengths by $1/t$ multiplies both kinetic terms by $t^2$ and the Coulomb energy $U$ by $t$, so $E_{AB}(R/t)\le t^2T+tU$ with equality at $t=1$. Equal derivatives there give $-R\,dE/dR=2T+U=T+E$, which vanishes at a minimum; the computed values are $T=94.382$ eV and $-E=94.386$ eV. The bond is longer than the measured one, and the numbers describe the functional, not the molecule.

The trial bound (\ref{bound}) at 2.2 \AA\ is $-1.3716+0.8805-0.2209=-0.7120$ eV, above the relaxed $-0.9183$ eV as it must be. Without $G$ it would be $+0.66$ eV. At 20 \AA, $C=-1.4408\times10^{-3}$ eV against $-q^2/R=-1.4403\times10^{-3}$ eV, with $G=4.4\times10^{-4}$ eV and $P=1.8\times10^{-6}$ eV.

A model pair of unit charges has $q=0$ by symmetry. At 1.5, 2.5 and 3.5 \AA\ its TF energy is $+0.73$, $+0.16$ and $+0.05$ eV and its TFW energy $+0.30$, $-0.40$ and $-0.35$ eV, so binding does not need charge transfer. With $G=1.035\times10^{-3}$ eV at 20 \AA, $2.273\times10^{-4}$ eV at 25 \AA\ and $\kappa=0.2572$ \AA$^{-1}$, the decay rate of $RG$ is
\begin{equation}
\frac{1}{5\ \text{\AA}}\ln\frac{20\times1.035\times10^{-3}}{25\times2.273\times10^{-4}}=0.2585\ \text{\AA}^{-1}=1.005\,\kappa .
\end{equation}
The rate for $R^{7/3}P$ is $1.594\kappa$, about 4\% below the asymptotic $5\kappa/3$; the test requires only that it lie between $1.5\kappa$ and $2.15\kappa$. The asymptotic form holds to leading order for $\kappa R\gg1$, while here $\kappa R$ runs only from 5.1 to 6.4; the size of the shortfall is not derived. At 20 \AA\ the cost is already only $1.0\times10^{-5}$ eV, a hundredth of the gain.

\section*{Numbers as computed}
\begin{verbatim}
1 hartree = 27.2114 eV, 1 bohr = 0.52918 A, CF = 2.87123, c = 0.09553 (a.u.)
chi'(0) = -1.588071
TF atom Z=3: b = 0.3248 A, E = -271.529 eV, dE/dZ = -211.189 eV
TF atom Z=1: b = 0.4685 A, E = -20.919 eV, dE/dZ = -48.810 eV
TFW atom Z=3: E = -89.0529 eV, mu = -0.6315 eV, kappa = 0.4071 1/A
TFW atom Z=1: E = -4.4067 eV, mu = -0.2520 eV, kappa = 0.2572 1/A
best fragments: q (electrons moved to H) = -0.0447, common mu = -0.4144 eV
E_inf - E(neutral atoms) = -0.00849 eV
LiH: R (A), TF dE (eV), TFW E-E_inf (eV)
  0.75  9.1835  9.0483
  1.00  4.5665  3.1640
  1.30  2.2652  0.4705
  1.60  1.2406  -0.5146
  2.00  0.6181  -0.8913
  2.50  0.2918  -0.8781
  3.50  0.0846  -0.5846
  5.00  0.0197  -0.2777
TFW minimum: R = 2.20 A, depth below E_inf = 0.918 eV = 0.0337 hartree
virial: T = 94.382 eV, -E = 94.386 eV
charge-growth example at R = 2.2 A
TF: phi_Li(R) = 0.9569 V, u at H = -0.6531 V, sum = 0.3038 V
TF min(phi-phi_H), min(phi-phi_Li), max u within 12 bohr (V): 4.28e-03 1.11e-03 -2.09e-02
TF path z:          0.0000 0.0049 0.0552 0.2375 0.5730 0.9021
TF slope (eV):      0.9564 0.9149 0.7369 0.5259 0.3860 0.3184
TF dE: functional 0.4516 eV, path integral 0.4515 eV, = 0.01660 hartree
TFW path z:         0.0694 0.3300 0.6700 0.9306
TFW phi term (eV):  0.3409 -0.5704 -0.7698 -0.6785
TFW mu term (eV):   -0.5800 -0.4538 -0.3769 -0.3415
TFW slope (eV):     -0.2391 -1.0242 -1.1467 -1.0200
TFW integrated phi term -0.4957 eV, mu term -0.4312 eV
TFW E-E(neutral atoms): direct -0.9268 eV, path -0.9269 eV; mu(LiH) = -0.5855 eV
TFW min(phi-phi_Li) within 12 bohr = -2.039e-01 V
trial density: W gain 1.3716 eV (direct 1.3716), TF cost 0.8805 eV, Coulomb -0.2209 eV
trial E-E_inf = -0.7120 eV, relaxed = -0.9183 eV
LiH trial at 20 A: gain 4.406e-04, cost 1.794e-06, Coulomb -1.4408e-03, -q^2/R -1.4403e-03 eV
unit-charge pair R (A): 1.5000 2.5000 3.5000
  TF dE (eV):  0.7278 0.1560 0.0484
  TFW dE (eV): 0.2984 -0.4037 -0.3535
pair at 20 A: gain 1.035e-03, cost 1.022e-05, |Coulomb| 4.4e-06 eV
pair at 25 A: gain 2.273e-04, cost 7.812e-07 eV
decay rate / kappa, 20-25 A: R*gain 1.005, R^(7/3)*cost 1.594
\end{verbatim}
